# Pulay stress and cell size at fixed plane-wave number: verification in Python

```python
"""Why relaxation with a fixed number of plane waves gives too small a cell.

Result under test: at fixed plane-wave number N the effective cutoff of a
chain of period a scales as a**-2 (volume**(-2/3) in three dimensions).
Compression therefore lowers the basis error, and
  (dE/da)_N = (dE/da)_Ecut - (2 Ecut/a) dE/dEcut,
so that the fixed-N minimum lies at a smaller period than the converged one.

Model: wells -V0 sech^2(x/s), two non-interacting electrons per cell in the
lowest band, and a repulsion U0 exp(-(a-d)/rho) between neighbouring ions.
Symbols: kappa = k a/(2 pi); a plane wave has q = 2 pi (kappa+m)/a;
M = largest kept |kappa+m|, so N = 2M on average and Ecut = (2 pi M/a)^2/2.
All internal quantities are in atomic units.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
PI = np.pi

s = 0.8 / ANG
V0 = 3 / s**2
U0, d, rho = 0.5 / EV, 2.8 / ANG, 0.2 / ANG
eps_atom = -2 / s**2

# Midpoint grid in half of the zone; -kappa gives the same energies.
GRID = 400
kappa = (np.arange(GRID // 2) + 0.5) / GRID
M_REF = 6.0


def labels(M, kap):
    mmax = int(np.ceil(M + 0.5))
    m = np.arange(-mmax, mmax + 1)
    return m, kap[:, None] + m[None, :]


def lowest_band(a, M, kap=kappa):
    """Lowest eigenvalue, its vector, and d(eigenvalue)/da at fixed basis."""
    m, q = labels(M, kap)
    u = PI**2 * s * np.abs(m[:, None] - m[None, :]) / a
    safe = np.where(u == 0, 1.0, u)
    ratio = np.where(u == 0, 1.0, safe / np.sinh(safe))
    ucoth = np.where(u == 0, 1.0, safe / np.tanh(safe))
    V = -2 * s * V0 * ratio / a
    dV = 2 * s * V0 * ratio * (2 - ucoth) / a**2
    keep = np.abs(q) <= M
    both = keep[:, :, None] & keep[:, None, :]
    T = 0.5 * (2 * PI * q / a)**2
    H = np.where(both, V, 0.0)
    dH = np.where(both, dV, 0.0)
    i = np.arange(len(m))
    H[:, i, i] += np.where(keep, T, 1e3)   # omitted waves are moved far up
    dH[:, i, i] += np.where(keep, -2 * T / a, 0.0)
    values, vectors = np.linalg.eigh(H)
    c = vectors[:, :, 0]
    slope = np.sum(c * np.einsum("kij,kj->ki", dH, c), axis=1)
    return values[:, 0], c, slope


def repulsion(a):
    return U0 * np.exp(-(a - d) / rho)


def energy(a, M):
    return 2 * lowest_band(a, M)[0].mean() + repulsion(a)


def stress_slope(a, M):
    """dE/da from the stress theorem, at a fixed set of plane waves."""
    return 2 * lowest_band(a, M)[2].mean() - repulsion(a) / rho


def relax(M):
    return brentq(lambda a: stress_slope(a, M), 2.4 / ANG, 3.2 / ANG,
                  xtol=1e-10)


def M_of(a, ecut):
    return a * np.sqrt(2 * ecut) / (2 * PI)


def constant_cutoff_curve(ecut):
    """Energies at periods where the cutoff falls midway between q points."""
    lo, hi = M_of(2.5 / ANG, ecut), M_of(3.1 / ANG, ecut)
    Ms = np.arange(np.ceil(lo * GRID), np.floor(hi * GRID) + 1, 4) / GRID
    periods = 2 * PI * Ms / np.sqrt(2 * ecut)
    return CubicSpline(periods, [energy(a, M) for a, M in zip(periods, Ms)])


# Exact isolated atom as a check of the Fourier form of the potential.
far = lowest_band(8 / ANG, 16.0, np.array([0.25]))[0][0]
assert abs(far - eps_atom) < 1e-5

a0 = relax(M_REF)
E0 = energy(a0, M_REF)

# Real-space finite differences at kappa = 0, with an explicit sum of wells.
n = 300
h = a0 / n
x = np.arange(n) * h
well = sum(-V0 / np.cosh((x - j * a0) / s)**2 for j in range(-8, 10))
Hx = np.diag(well + 1 / h**2)
for i in range(n):
    Hx[i, (i + 1) % n] -= 0.5 / h**2
    Hx[(i + 1) % n, i] -= 0.5 / h**2
real_space = np.linalg.eigvalsh(Hx)[0]
plane_wave = lowest_band(a0, M_REF, np.array([0.0]))[0][0]
assert abs(real_space - plane_wave) < 1e-4   # second-order grid error

# Plane-wave counting in a cubic cell against the volume formula.
L3, ecut3 = 6 / ANG, 600 / EV
g = np.arange(-15, 16)
g2 = g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2
count3 = int(np.sum(0.5 * (2 * PI / L3)**2 * g2 <= ecut3))
formula3 = L3**3 * (2 * ecut3)**1.5 / (6 * PI**2)
assert abs(count3 / formula3 - 1) < 0.02     # surface fluctuation of a sphere

step = 0.002
curvature = (stress_slope(a0 + step, M_REF)
             - stress_slope(a0 - step, M_REF)) / (2 * step)
assert curvature > 0

print(f"well width s = {s*ANG:.2f} angstrom")
print(f"well depth V0 = {V0*EV:.3f} eV")
print(f"isolated-atom level = {eps_atom*EV:.3f} eV")
print(f"repulsion U0 = {U0*EV:.2f} eV")
print(f"repulsion d = {d*ANG:.2f}, rho = {rho*ANG:.2f} angstrom")
print(f"converged period a0 = {a0*ANG:.4f} angstrom")
print(f"converged period a0 = {a0:.4f} bohr")
print(f"converged energy per cell = {E0*EV:.4f} eV")
print(f"binding energy per cell = {(2*eps_atom-E0)*EV:.4f} eV")
print(f"curvature at a0 = {curvature*EV/ANG**2:.3f} eV/angstrom^2")
print(f"3D cube: side {L3*ANG:.1f} angstrom, cutoff {ecut3*EV:.0f} eV")
print(f"3D plane waves: counted {count3}, formula {formula3:.0f}")
print(f"3D cutoff factor, volume -5% at fixed N = {0.95**(-2/3):.4f}")

cutoffs = np.array([60, 80, 100, 150]) / EV
shifts = []
curves = []
scan = np.linspace(2.4, 3.2, 9) / ANG
E_scan = np.array([energy(a, M_REF) for a in scan])
for ecut in cutoffs:
    M = M_of(a0, ecut)
    waves = 2 * np.mean(
        [np.sum(np.abs(row) <= M) for row in labels(M, kappa)[1]]) / 2
    assert abs(waves - a0 * np.sqrt(2 * ecut) / PI) < 2 / GRID
    error = energy(a0, M) - E0
    # The basis error at fixed N must grow with the period.
    error_scan = np.array([energy(a, M) for a in scan]) - E_scan
    assert np.all(error_scan > 0) and np.all(np.diff(error_scan) > 0)
    aN = relax(M)
    curve = constant_cutoff_curve(ecut)
    roots = curve.derivative().roots(extrapolate=False)
    aE = roots[np.argmin(curve(roots))]
    estimate = -stress_slope(a0, M) / curvature
    assert aN < a0
    assert abs(aE - a0) < 0.3 * abs(aN - a0)
    shifts.append((aN - a0, estimate))
    curves.append(curve)
    tag = f"[{ecut*EV:.0f} eV]"
    print(f"{tag} mean waves per k {waves:.3f}, error {error*EV:.5f} eV")
    print(f"{tag} fixed-N period {aN*ANG:.4f} angstrom,"
          f" change {100*(aN/a0-1):.3f} %")
    print(f"{tag} fixed-cutoff period {aE*ANG:.4f} angstrom")
    print(f"{tag} shift {(aN-a0)*ANG:.5f},"
          f" first-order {estimate*ANG:.5f} angstrom")
    print(f"{tag} effective cutoff after relaxing"
          f" {0.5*(2*PI*M/aN)**2*EV:.2f} eV")
shifts = np.array(shifts)
assert np.all(np.diff(np.abs(shifts[:, 0])) < 0)
# The linear estimate must become accurate once the shift is small.
assert abs(shifts[-1, 1] / shifts[-1, 0] - 1) < 0.05

# Detailed study at the lowest cutoff.
ecut = cutoffs[0]
M = M_of(a0, ecut)
aN = a0 + shifts[0, 0]

# Stress theorem against finite differences of the energy at fixed N.
numeric = (energy(a0 + 1e-3, M) - energy(a0 - 1e-3, M)) / 2e-3
assert abs(numeric - stress_slope(a0, M)) < 1e-6
# The relaxed cell is a minimum of the fixed-N energy.
assert energy(aN, M) < min(energy(aN - 0.01, M), energy(aN + 0.01, M))

# The three terms of the chain rule, each found in its own way.
Mg = round(M * GRID) / GRID
dM = 4 / GRID
dE_dM = (energy(a0, Mg + dM) - energy(a0, Mg - dM)) / (2 * dM)
dE_decut = dE_dM * M / (2 * ecut)
pulay = -2 * ecut / a0 * dE_decut
slope_N = stress_slope(a0, M)
slope_E = float(curves[0](a0, 1))
assert dE_decut < 0 and slope_N > 0
assert abs(slope_N - slope_E - pulay) < 0.02 * pulay   # finite k grid
print(f"60 eV, a0: dE/da fixed N = {slope_N*EV/ANG:.4f} eV/angstrom")
print(f"60 eV, a0: dE/da fixed cutoff = {slope_E*EV/ANG:.4f} eV/angstrom")
print(f"60 eV, a0: Pulay term = {pulay*EV/ANG:.4f} eV/angstrom")
print(f"60 eV, a0: dE/dEcut = {dE_decut:.6f} (eV per eV)")

# A small compression raises the converged energy but lowers the fixed-N one.
da = 0.02 / ANG
rise = energy(a0 - da, M_REF) - E0
fall = energy(a0 - da, M) - energy(a0, M)
assert rise > 0 > fall
print(f"compression used = {da*ANG:.3f} angstrom")
print(f"converged energy change = {rise*EV:.5f} eV")
print(f"fixed-N energy change at 60 eV = {fall*EV:.5f} eV")
print(f"basis-error change at 60 eV = {(fall-rise)*EV:.5f} eV")

# Error against period, with N fixed and with the cutoff fixed.
err_N, err_E = [], []
for a in np.array([2.6, 2.8, 3.0]) / ANG:
    ref = energy(a, M_REF)
    err_N.append(energy(a, M) - ref)
    err_E.append(energy(a, M_of(a, ecut)) - ref)
    print(f"a = {a*ANG:.1f} angstrom: error fixed N {err_N[-1]*EV:.4f},"
          f" fixed cutoff {err_E[-1]*EV:.4f} eV")
assert np.ptp(err_E) < 0.3 * np.ptp(err_N)

# Variational bound on the error at every k, and its isolated-atom value.
eps_ref, c, _ = lowest_band(a0, M_REF)
q = labels(M_REF, kappa)[1]
omitted = np.abs(q) > M
T = 0.5 * (2 * PI * q / a0)**2
weight = np.sum(c**2 * omitted, axis=1)
bound = np.sum(c**2 * omitted * (T - eps_ref[:, None]), axis=1) / (1 - weight)
error_k = lowest_band(a0, M)[0] - eps_ref
assert np.all(error_k <= bound + 1e-12)


def orbital_density(p):
    """Momentum density of the isolated-atom orbital."""
    ft = PI * p * s**2 / np.sinh(PI * p * s / 2)
    return 3 / (4 * s) * ft**2 / (2 * PI)


assert abs(2 * quad(orbital_density, 1e-9, 20 / s)[0] - 1) < 1e-6
atom_sum = 4 * quad(lambda p: orbital_density(p) * (p**2 / 2 - eps_atom),
                    np.sqrt(2 * ecut), 20 / s)[0]
crystal_sum = 2 * bound.mean()
assert abs(atom_sum / crystal_sum - 1) < 0.15
print(f"60 eV: error bound per cell, chain = {crystal_sum*EV:.4f} eV")
print(f"60 eV: same sum, isolated atom = {atom_sum*EV:.4f} eV")

# Restarts reset N at the nominal cutoff but keep the spurious stress.
path = [a0]
for _ in range(6):
    path.append(relax(M_of(path[-1], ecut)))
assert path[-1] < path[1] < a0
print(f"60 eV: period after run 1 = {path[1]*ANG:.4f} angstrom")
print(f"60 eV: period after run 2 = {path[2]*ANG:.4f} angstrom")
print(f"60 eV: period after run 6 = {path[6]*ANG:.4f} angstrom")

print("all good")
```

Printed output:

```
well width s = 0.80 angstrom
well depth V0 = 35.719 eV
isolated-atom level = -23.812 eV
repulsion U0 = 0.50 eV
repulsion d = 2.80, rho = 0.20 angstrom
converged period a0 = 2.7993 angstrom
converged period a0 = 5.2899 bohr
converged energy per cell = -48.1487 eV
binding energy per cell = 0.5240 eV
curvature at a0 = 6.561 eV/angstrom^2
3D cube: side 6.0 angstrom, cutoff 600 eV
3D plane waves: counted 7123, formula 7209
3D cutoff factor, volume -5% at fixed N = 1.0348
[60 eV] mean waves per k 3.535, error 0.23602 eV
[60 eV] fixed-N period 2.7326 angstrom, change -2.381 %
[60 eV] fixed-cutoff period 2.7848 angstrom
[60 eV] shift -0.06665, first-order -0.09630 angstrom
[60 eV] effective cutoff after relaxing 62.96 eV
[80 eV] mean waves per k 4.085, error 0.09052 eV
[80 eV] fixed-N period 2.7655 angstrom, change -1.205 %
[80 eV] fixed-cutoff period 2.7933 angstrom
[80 eV] shift -0.03374, first-order -0.04116 angstrom
[80 eV] effective cutoff after relaxing 81.96 eV
[100 eV] mean waves per k 4.565, error 0.03684 eV
[100 eV] fixed-N period 2.7826 angstrom, change -0.596 %
[100 eV] fixed-cutoff period 2.7995 angstrom
[100 eV] shift -0.01668, first-order -0.01852 angstrom
[100 eV] effective cutoff after relaxing 101.20 eV
[150 eV] mean waves per k 5.590, error 0.00374 eV
[150 eV] fixed-N period 2.7967 angstrom, change -0.093 %
[150 eV] fixed-cutoff period 2.7990 angstrom
[150 eV] shift -0.00260, first-order -0.00265 angstrom
[150 eV] effective cutoff after relaxing 150.28 eV
60 eV, a0: dE/da fixed N = 0.6318 eV/angstrom
60 eV, a0: dE/da fixed cutoff = 0.1002 eV/angstrom
60 eV, a0: Pulay term = 0.5319 eV/angstrom
60 eV, a0: dE/dEcut = -0.012407 (eV per eV)
compression used = 0.020 angstrom
converged energy change = 0.00138 eV
fixed-N energy change at 60 eV = -0.01104 eV
basis-error change at 60 eV = -0.01242 eV
a = 2.6 angstrom: error fixed N 0.1306, fixed cutoff 0.2175 eV
a = 2.8 angstrom: error fixed N 0.2365, fixed cutoff 0.2365 eV
a = 3.0 angstrom: error fixed N 0.3845, fixed cutoff 0.2541 eV
60 eV: error bound per cell, chain = 0.3054 eV
60 eV: same sum, isolated atom = 0.3438 eV
60 eV: period after run 1 = 2.7326 angstrom
60 eV: period after run 2 = 2.7260 angstrom
60 eV: period after run 6 = 2.7256 angstrom
all good
```
